# Spin-1/2 scattering amplitudes and the Sherman function from spinor harmonics

A particle of spin 1/2, mass $m$ and wave vector $\mathbf k$ scatters elastically from a fixed, spinless target through

$$U=V(r)+W(r)\,\boldsymbol\sigma\cdot\mathbf L .$$

Here $\mathbf L=-i\,\mathbf r\times\nabla$ is the orbital angular momentum in units of $\hbar$. The functions $V$ and $W$ are real and of short range, so free waves describe the particle outside the potential. A Coulomb tail would require Coulomb waves and is excluded.

With $\chi$ the incident spinor, the wave function at large $r$ is

$$\psi\to e^{i\mathbf k\cdot\mathbf r}\chi+M\chi\,\frac{e^{ikr}}{r},$$

which defines the $2\times2$ scattering matrix $M$. The outgoing direction is $\hat{\mathbf k}'$, the scattering angle is $\theta$, and the normal to the scattering plane is

$$\mathbf n=\frac{\hat{\mathbf k}\times\hat{\mathbf k}'}{\sin\theta}.$$

The associated Legendre function is taken without the Condon–Shortley sign: $P_l^1(\cos\theta)=\sin\theta\,P_l'(\cos\theta)$, the prime on $P_l$ meaning the derivative with respect to its argument.

## (a) Spinor harmonics

**Find the simultaneous eigenfunctions of $L^2$, $J_z$ and $\boldsymbol\sigma\cdot\mathbf L$, where $\mathbf J=\mathbf L+\boldsymbol\sigma/2$.**

**Solution.** For fixed $l$ and $J_z=m_j$, two products are available: $Y_{l,m_j-1/2}\,\chi_\uparrow$ and $Y_{l,m_j+1/2}\,\chi_\downarrow$. In spin space

$$\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.$$

The $Y_{l\mu}$ are phased so that $L_\pm Y_{l\mu}=\sqrt{l(l+1)-\mu(\mu\pm1)}\,Y_{l,\mu\pm1}$ with a positive root; this includes the Condon–Shortley sign in $Y_{l\mu}$, independently of the sign-free $P_l^1$ defined above. The ladder operators then connect the two products with the element

$$\sqrt{l(l+1)-(m_j-\tfrac12)(m_j+\tfrac12)}=\sqrt{(l+\tfrac12)^2-m_j^2}.$$

In this basis the operator is therefore the matrix

$$\begin{pmatrix}m_j-\frac12&\sqrt{(l+\frac12)^2-m_j^2}\\ \sqrt{(l+\frac12)^2-m_j^2}&-m_j-\frac12\end{pmatrix}.$$

Its trace is $-1$. Its determinant is $\frac14-m_j^2-(l+\frac12)^2+m_j^2=-l(l+1)$. The eigenvalues are thus $l$ and $-(l+1)$. Since $J^2=L^2+\frac34+\boldsymbol\sigma\cdot\mathbf L$, they give

$$l(l+1)+\tfrac34+l=(l+\tfrac12)(l+\tfrac32),\qquad l(l+1)+\tfrac34-(l+1)=(l-\tfrac12)(l+\tfrac12),$$

which are the values of $j(j+1)$ for $j=l+\frac12$ and $j=l-\frac12$.

For eigenvalue $l$, the first row gives the ratio of the upper to the lower coefficient as $\sqrt{(l+\frac12+m_j)/(l+\frac12-m_j)}$. Normalised, the coefficients are

$$\alpha=\sqrt{\frac{l+\frac12+m_j}{2l+1}},\qquad \beta=\sqrt{\frac{l+\frac12-m_j}{2l+1}}.$$

The spinor harmonics, with the orthogonal combination for the second, are

$$\mathcal Y_{l+\frac12,l,m_j}=\begin{pmatrix}\alpha Y_{l,m_j-1/2}\\ \beta Y_{l,m_j+1/2}\end{pmatrix},\qquad
\mathcal Y_{l-\frac12,l,m_j}=\begin{pmatrix}-\beta Y_{l,m_j-1/2}\\ \alpha Y_{l,m_j+1/2}\end{pmatrix}.$$

At $|m_j|=l+\frac12$ one product is absent and the other belongs to $j=l+\frac12$. For $l=0$ there is no $j=l-\frac12$.

## (b) The sum over $m_j$

**Evaluate $\sum_{m_j}\mathcal Y_{jlm_j}(\hat{\mathbf k}')\mathcal Y^\dagger_{jlm_j}(\hat{\mathbf k})$ for each $j$.**

**Solution.** First sum over both values of $j$ as well. At fixed $l$ the spinor harmonics and the products $Y_{l\mu}\chi_s$ are two orthonormal bases of the same space, so the sum is the same in either. The addition theorem then gives

$$\sum_{j,m_j}\mathcal Y_{jlm_j}(\hat{\mathbf k}')\mathcal Y^\dagger_{jlm_j}(\hat{\mathbf k})=\frac{2l+1}{4\pi}P_l(\hat{\mathbf k}'\cdot\hat{\mathbf k})\,\mathbf 1 .$$

To select one $j$, apply the projectors

$$\Lambda^+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L}{2l+1},\qquad \Lambda^-=\frac{l-\boldsymbol\sigma\cdot\mathbf L}{2l+1},$$

with $\mathbf L$ acting on the direction $\hat{\mathbf k}'$. Inserting the eigenvalues $l$ and $-(l+1)$ shows that $\Lambda^+$ equals 1 for $j=l+\frac12$ and 0 for $j=l-\frac12$, and that $\Lambda^-$ does the opposite.

The action of $\mathbf L$ is found by writing $\hat{\mathbf k}'=\hat{\mathbf r}$ and using $\nabla(\hat{\mathbf r}\cdot\hat{\mathbf k})=[\hat{\mathbf k}-\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf k})]/r$. The radial part drops out of the cross product with $\mathbf r$:

$$\mathbf L P_l=-i(\hat{\mathbf k}'\times\hat{\mathbf k})P_l'=i(\hat{\mathbf k}\times\hat{\mathbf k}')P_l'=i\,\mathbf n\,P_l^1 .$$

The factor $2l+1$ cancels, and

$$\sum_{m_j}\mathcal Y\mathcal Y^\dagger=\frac1{4\pi}\begin{cases}(l+1)P_l+i\,\boldsymbol\sigma\cdot\mathbf n\,P_l^1,&j=l+\frac12,\\ l\,P_l-i\,\boldsymbol\sigma\cdot\mathbf n\,P_l^1,&j=l-\frac12.\end{cases}$$

The spin-dependent parts cancel when the two lines are added, as the complete sum requires.

## (c) The scattering matrix

**Use these sums to find $M$ in terms of the phase shifts.**

**Solution.** Rayleigh's expansion $e^{i\mathbf k\cdot\mathbf r}=\sum_l(2l+1)i^l j_l(kr)P_l(\hat{\mathbf r}\cdot\hat{\mathbf k})$ and the complete sum in (b) give

$$e^{i\mathbf k\cdot\mathbf r}\chi=4\pi\sum_{l,j,m_j}i^l j_l(kr)\,\mathcal Y_{jlm_j}(\hat{\mathbf r})\mathcal Y^\dagger_{jlm_j}(\hat{\mathbf k})\chi .$$

At large distance

$$j_l(kr)\to\frac{e^{i(kr-l\pi/2)}-e^{-i(kr-l\pi/2)}}{2ikr}.$$

The potential commutes with $L^2$, $J^2$ and $J_z$, so it does not mix the channels. In each channel it is an ordinary radial potential, $V+lW$ for $j=l+\frac12$ or $V-(l+1)W$ for $j=l-\frac12$, independent of $m_j$. The incoming wave is fixed by the beam. The outgoing wave acquires a factor $S_l^\pm=e^{2i\delta_l^\pm}$, the sign referring to $j=l\pm\frac12$.

Subtracting the plane wave leaves $S_l^\pm-1$ in the outgoing part. Since $i^l e^{-il\pi/2}=1$,

$$M=\frac{4\pi}{2ik}\sum_{l,\pm}(S_l^\pm-1)\sum_{m_j}\mathcal Y\mathcal Y^\dagger .$$

Inserting (b) and collecting the two spin structures gives $M=f+ig\,\boldsymbol\sigma\cdot\mathbf n$ with

$$f=\frac1{2ik}\sum_{l=0}^\infty\left[(l+1)(S_l^+-1)+l(S_l^--1)\right]P_l(\cos\theta),$$

$$g=\frac1{2ik}\sum_{l=1}^\infty(S_l^+-S_l^-)P_l^1(\cos\theta).$$

If the phases do not depend on $j$, then $g=0$ and $f$ becomes the spinless partial-wave series. Also, $g$ vanishes at $\theta=0$ and $\pi$, where no scattering plane is defined. Near the forward direction $P_l'(1)=l(l+1)/2$ makes $g$ proportional to $\theta$.

## (d) Polarisation and analysing power

**Find the polarisation produced from an unpolarised beam, and the cross-section for a beam of polarisation $\mathbf P$.**

**Solution.** An unpolarised beam has density matrix $\mathbf 1/2$, so the scattered spin state is proportional to $MM^\dagger$. Because $(\boldsymbol\sigma\cdot\mathbf n)^2=1$,

$$MM^\dagger=(f+ig\,\boldsymbol\sigma\cdot\mathbf n)(f^*-ig^*\boldsymbol\sigma\cdot\mathbf n)
=|f|^2+|g|^2+i(f^*g-fg^*)\,\boldsymbol\sigma\cdot\mathbf n .$$

The bracket is $-2i\,\mathrm{Im}(fg^*)$, so the last coefficient is $2\,\mathrm{Im}(fg^*)$. The cross-section is $I_0=\frac12\mathrm{Tr}(MM^\dagger)=|f|^2+|g|^2$. The polarisation is

$$\frac{\mathrm{Tr}(MM^\dagger\boldsymbol\sigma)}{\mathrm{Tr}(MM^\dagger)}=S(\theta)\,\mathbf n,\qquad
S(\theta)=\frac{2\,\mathrm{Im}(fg^*)}{|f|^2+|g|^2}.$$

This $S(\theta)$ is the Sherman function. Reversing the definition of $\mathbf n$ reverses the signs of $g$ and $S$, but leaves the vector $S\mathbf n$ unchanged.

For a polarised beam, $\rho=\frac12(1+\mathbf P\cdot\boldsymbol\sigma)$. Both $M$ and $M^\dagger$ are combinations of $\mathbf 1$ and $\boldsymbol\sigma\cdot\mathbf n$, so they commute and $M^\dagger M=MM^\dagger$. Hence

$$\frac{d\sigma}{d\Omega}=\mathrm{Tr}(\rho M^\dagger M)=I_0\left(1+S\,\mathbf P\cdot\mathbf n\right).$$

The same function thus describes the polarisation produced and the sensitivity to polarisation. Two detectors at equal angles on opposite sides of the beam have opposite $\mathbf n$; their normalised counting difference is $S\,\mathbf P\cdot\mathbf n$.

In terms of magnitudes and phases,

$$S=\frac{2|f||g|}{|f|^2+|g|^2}\sin(\arg f-\arg g).$$

A large $|S|$ needs amplitudes of similar size and a phase difference near $\pm90^\circ$. Since $2|f||g|\le|f|^2+|g|^2$, one has $|S|\le1$.

## (e) Total cross-section

**Integrate $I_0$ over all directions and relate the result to $f(0)$.**

**Solution.** Put $a_l^\pm=(S_l^\pm-1)/2i=e^{i\delta_l^\pm}\sin\delta_l^\pm$, with $a_0^-=0$. Then

$$f=\frac1k\sum_l[(l+1)a_l^++la_l^-]P_l,\qquad g=\frac1k\sum_l(a_l^+-a_l^-)P_l^1 .$$

The $P_l$ are orthogonal, with $\int P_l^2\,d\Omega=4\pi/(2l+1)$. For the $P_l^1$, integrate by parts and use Legendre's equation:

$$\int_{-1}^1(1-x^2)P_l'P_{l'}'\,dx=-\int_{-1}^1P_l\left[(1-x^2)P_{l'}'\right]'dx=l'(l'+1)\int_{-1}^1P_lP_{l'}\,dx .$$

They are therefore orthogonal too, with norm $4\pi l(l+1)/(2l+1)$. Each $l$ contributes $4\pi/[k^2(2l+1)]$ times

$$|(l+1)a_l^++la_l^-|^2+l(l+1)|a_l^+-a_l^-|^2=(2l+1)\left[(l+1)|a_l^+|^2+l|a_l^-|^2\right],$$

because the cross terms cancel. Consequently

$$\sigma_{\rm tot}=\frac{4\pi}{k^2}\sum_l\left[(l+1)\sin^2\delta_l^++l\sin^2\delta_l^-\right].$$

For real phases $|a_l^\pm|^2=\mathrm{Im}\,a_l^\pm$, and $P_l(1)=1$. The sum is then $k\,\mathrm{Im}f(0)$, which gives the optical theorem $\sigma_{\rm tot}=(4\pi/k)\,\mathrm{Im}f(0)$. With absorption $|S_l^\pm|<1$ in some channel, and this equality with the elastic cross-section fails.

## (f) Weak potentials

**Find $f$, $g$ and the behaviour of $S$ at leading order in the potential.**

**Solution.** The first Born approximation is

$$M_B=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf k'\cdot\mathbf r}\,U\,e^{i\mathbf k\cdot\mathbf r}\,d^3r .$$

Let $\mathbf Q=\mathbf k-\mathbf k'$, and let $\tilde V(Q)$ and $\tilde W(Q)$ be the integrals of $V$ and $W$ with $e^{i\mathbf Q\cdot\mathbf r}$. Acting on the plane wave, $\mathbf L$ gives $\mathbf r\times\mathbf k$, and $\mathbf r$ becomes $-i\nabla_Q$ outside the integral:

$$\int e^{i\mathbf Q\cdot\mathbf r}W\,\mathbf r\times\mathbf k\,d^3r=-i\frac{\tilde W'(Q)}Q\,\mathbf Q\times\mathbf k=-i\frac{\tilde W'(Q)}Q\,k^2\sin\theta\,\mathbf n,$$

since $\mathbf Q\times\mathbf k=-\mathbf k'\times\mathbf k=\mathbf k\times\mathbf k'$. Comparison with $f+ig\,\boldsymbol\sigma\cdot\mathbf n$ yields

$$f_B=-\frac{m}{2\pi\hbar^2}\tilde V(Q),\qquad g_B=\frac{m}{2\pi\hbar^2}\,k^2\sin\theta\,\frac{\tilde W'(Q)}Q .$$

Both are real, so $S$ vanishes at this order. Now scale the whole potential by $\lambda$ and write $f=\lambda f_1+\lambda^2f_2+\dots$, and similarly for $g$. With $f_1,g_1$ real and not both zero,

$$S=\lambda\,\frac{2(g_1\,\mathrm{Im}f_2-f_1\,\mathrm{Im}g_2)}{f_1^2+g_1^2}+O(\lambda^2).$$

The polarisation therefore starts linearly in $\lambda$, unless this coefficient vanishes. It comes from interference between first and second order.

## (g) A worked example

**Evaluate the amplitudes, $S$ and $\sigma_{\rm tot}$ for $U=-(V_0+W_0\,\boldsymbol\sigma\cdot\mathbf L)e^{-r^2/a^2}$ with $V_0=2$, $W_0=0.5$ and $k=2$, in units $\hbar=m=a=1$.**

**Solution.** These are round model parameters. Integrating the radial equations gives $\delta_0^+=0.77337$, $\delta_1^+=0.68730$ and $\delta_1^-=0.25295$ rad, among others. Phases are needed modulo $\pi$, because they enter through $e^{2i\delta}$. For $j=l-\frac12$ the well depth is $V_0-(l+1)W_0$. It is zero at $l=3$, hence $\delta_3^-=0$. For larger $l$ the potential in this channel is repulsive, and the listed phases are negative.

At $60^\circ$, take $l=1$, where $P_1=0.5$ and $P_1^1=0.8660$. The phases give $a_1^+=0.4904+0.4025i$ and $a_1^-=0.2423+0.0626i$. The contributions are

$$f_{l=1}=\tfrac12(2a_1^++a_1^-)(0.5)=0.306+0.217i,$$

$$g_{l=1}=\tfrac12(a_1^+-a_1^-)(0.8660)=0.107+0.147i .$$

Summing all waves up to $l=12$ gives $f=0.39872+0.43292i$ and $g=0.27285+0.21543i$. Then

$$\mathrm{Im}(fg^*)=0.43292(0.27285)-0.39872(0.21543)=0.03223,$$

$$S(60^\circ)=\frac{2(0.03223)}{0.34640+0.12086}=0.138 .$$

Here the amplitudes are comparable, but their phases, $47.4^\circ$ and $38.3^\circ$, are close, which keeps $S$ small.

At $150^\circ$ the situation differs: $|f|^2=0.001907$ and $|g|^2=0.002017$ are nearly equal, and $S=0.9956$ requires the sine of the phase difference to be about $0.996$. The largest value on the angular grid is $0.9958$, at $149.5^\circ$. In this example the large $S$ occurs where the intensity is low: $I_0$ at $150^\circ$ is $0.0039\,a^2$/sr, about $0.12\%$ of its forward value. At exactly $180^\circ$, where $g=0$, the smallness of $f$ can be traced directly: $P_l(-1)=(-1)^l$ gives even and odd waves opposite signs, and from the listed phases the quantities $[(l+1)a_l^++la_l^-]/k$ sum to about $0.80+0.40i$ for even $l$ and $0.81+0.45i$ for odd $l$. These nearly cancel and leave $|f|^2=0.0022\,a^2$/sr.

The total cross-section is $5.381\,a^2$ from angular integration, from the phase-shift sum and from the optical theorem, where $(4\pi/2)(0.856428)=5.381$. As an independent test, a momentum-space solution of the Lippmann–Schwinger equation without partial waves reproduced $f$ and $g$ to within $6\times10^{-10}\,a$ at all angles compared.

For the weak limit, the Gaussian transforms give

$$f_B=\frac{\sqrt\pi}{2}\lambda V_0e^{-Q^2/4},\qquad g_B=\frac{\sqrt\pi}{4}\lambda W_0k^2\sin\theta\,e^{-Q^2/4}.$$

At $60^\circ$ their ratio is $g_B/f_B=0.433$. For $\lambda=0.001$ the computed ratios to Born are $f/f_B=1.00002+0.00084i$ and $g/g_B=1.00030+0.00059i$. Their small phase difference gives

$$S\approx\frac{2(0.433)}{1+0.433^2}(0.00084-0.00059)=1.8\times10^{-4}.$$

The direct result is $1.819\times10^{-4}$, and doubling $\lambda$ gives $3.638\times10^{-4}$, in accord with the linear onset. The remaining phases, partial-wave terms and angles are in the numerical output.

## Values computed for the example and the checks

```
Units: hbar = m = a = 1; lengths in a, cross-sections in a^2
V0 = 2.0, W0 = 0.5 (hbar^2/(m a^2)); k = 2.0 (1/a)
energy = 2.0 hbar^2/(m a^2); largest l = 12
Phase shifts (rad, modulo pi): l, delta+, delta-
  0    0.77337     none  
  1    0.68730    0.25295
  2    0.33046    0.04392
  3    0.09388    0.00000
  4    0.02100   -0.00241
  5    0.00400   -0.00085
  6    0.00066   -0.00019
At 60 deg: l, P_l, P_l^1, term of f (a), term of g (a)
  0   1.0000  -0.0000  0.24993+0.24398j  0.00000-0.00000j
  1   0.5000   0.8660  0.30578+0.21692j  0.10743+0.14718j
  2  -0.1250   1.2990  -0.06303-0.01998j  0.17086+0.06713j
  3  -0.4375   0.3248  -0.08167-0.00769j  0.01516+0.00143j
  4  -0.2891  -1.3532  -0.01378-0.00032j  -0.01583-0.00029j
  5   0.0898  -1.9283  0.00089+0.00000j  -0.00468-0.00001j
  6   0.3232  -0.4973  0.00056+0.00000j  -0.00021-0.00000j
f(60 deg) = 0.39872+0.43292j a; g(60 deg) = 0.27285+0.21543j a
Im(f g*) at 60 deg = 0.03223 a^2
theta (deg), |f|^2 (a^2/sr), |g|^2 (a^2/sr), sum (a^2/sr), S
    0   3.331892   0.000000   3.331892   0.0000
   15   2.874982   0.061944   2.936925   0.0396
   30   1.856630   0.158199   2.014829   0.0765
   45   0.910452   0.173732   1.084184   0.1090
   60   0.346398   0.120858   0.467257   0.1379
   75   0.105379   0.063860   0.169240   0.1726
   90   0.027281   0.030109   0.057390   0.2489
  105   0.007232   0.014794   0.022026   0.4253
  120   0.002849   0.008039   0.010888   0.6740
  135   0.001957   0.004406   0.006363   0.8929
  150   0.001907   0.002017   0.003924   0.9956
  165   0.002086   0.000521   0.002607   0.7653
  180   0.002186   0.000000   0.002186   0.0000
largest S = 0.9958 at 149.5 deg
smallest S = 0.0000 at 0.0 deg
total cross-section, angular quadrature = 5.381095 a^2
total cross-section, phase-shift sum = 5.381095 a^2
total cross-section, optical theorem = 5.381095 a^2
Im f(0) = 0.856428 a
largest error of the sums over m = 3.6e-16
Lippmann-Schwinger: max diff f 5.1e-10 a, g 5.2e-10 a
strength x 0.001: f/Born = 1.00002+0.00084j
strength x 0.001: g/Born = 1.00030+0.00059j
S(60 deg) at strength x 0.001 = 1.819e-04
S(60 deg) at strength x 0.002 = 3.638e-04
```
